# Area Scaling of the Weibull Characteristic Lifetime from Weakest-Link Breakdown: a numerical check

```python
"""Weakest-link area scaling of the characteristic breakdown lifetime.

Result under test: N = area / site_area independent, identical sites with
Weibull shape beta give eta(A) / eta(A0) = (A / A0)**(-1 / beta), where eta is
the time at which the device survival equals 1/e.  For a general site law the
local area exponent is -1/b, with b the local Weibull slope at eta.
Column model: a site is a column of n cells and fails when all cells hold a
defect; a cell is defective with probability 1 - exp(-(t / tau)**alpha).
Then beta = n * alpha in the limit of many sites.
Shared-factor model: all site hazards of a device are multiplied by one random
factor, gamma distributed with mean 1 and shape k.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function
from scipy.special import ndtr

thickness = 60.0        # angstrom
cell_edge = 10.0        # angstrom
alpha = 0.4
tau = 1.0e6             # second
area_test = 1.0e12      # angstrom^2
area_memory = 1.0e6     # angstrom^2
n_cells = int(round(thickness / cell_edge))
beta = n_cells * alpha
site_area = cell_edge**2
rng = np.random.default_rng(12345)
quantile_level = 1.0 - np.exp(-1.0)


def column_hazard(time):
    """Minus log survival of one column; time in units of tau."""
    p_cell = -np.expm1(-time**alpha)
    return -np.log1p(-p_cell**n_cells)


def lognormal_hazard(time):
    """Minus log survival of a site with standard normal log lifetime."""
    return -np.log1p(-ndtr(np.log(time)))


def log_lifetime(hazard, count, low, high):
    """Log of the time at which count independent sites survive with 1/e."""
    return brentq(lambda y: np.log(count * hazard(np.exp(y))), low, high,
                  xtol=1e-13, rtol=1e-14)


def area_exponent(hazard, count, low, high, step=0.01):
    upper = log_lifetime(hazard, count * np.exp(step), low, high)
    lower = log_lifetime(hazard, count * np.exp(-step), low, high)
    return (upper - lower) / (2 * step)


def weibull_slope(hazard, log_time, step=0.001):
    return (np.log(hazard(np.exp(log_time + step)))
            - np.log(hazard(np.exp(log_time - step)))) / (2 * step)


def column_lifetime_formula(count):
    """Closed form for the column model, in units of tau."""
    p_needed = (-np.expm1(-1.0 / count))**(1.0 / n_cells)
    return (-np.log1p(-p_needed))**(1.0 / alpha)


# Weibull sites: sample every site and take the first failure.
devices = 8000
counts = (50, 800)
sampled = []
for count in counts:
    minima = np.concatenate([rng.weibull(beta, (500, count)).min(axis=1)
                             for _ in range(devices // 500)])
    sampled.append(np.quantile(minima, quantile_level))
log_ratio = np.log(counts[1] / counts[0])
sampled_exponent = np.log(sampled[1] / sampled[0]) / log_ratio
sampling_error = np.sqrt(2 * (np.e - 1) / devices) / beta / log_ratio
assert abs(sampled_exponent + 1 / beta) < 4 * sampling_error

# Mean lifetime: integrate the product of the site survivals.
means = [quad(lambda t: np.exp(-t**beta)**count, 0, 2, limit=200,
              epsabs=1e-12, epsrel=1e-11)[0] for count in counts]
for count, mean in zip(counts, means):
    expected = count**(-1 / beta) * gamma_function(1 + 1 / beta)
    assert abs(mean / expected - 1) < 1e-7

# Column model: sample every cell; last cell in a column, first column.
column_checks = []
for count in (100, 1600):
    cell_devices = 3000
    first = np.concatenate([
        rng.exponential(size=(200, count, n_cells)).max(axis=2).min(axis=1)
        for _ in range(cell_devices // 200)])**(1 / alpha)
    simulated = np.quantile(first, quantile_level)
    formula = column_lifetime_formula(count)
    slope = weibull_slope(column_hazard, np.log(formula))
    error = np.sqrt((np.e - 1) / cell_devices) / slope
    assert abs(np.log(simulated / formula)) < 4 * error
    column_checks.append((count, simulated * tau, formula * tau))

# The local exponent is the inverse local slope, also for lognormal sites.
lognormal_rows = []
for count in (1e4, 1e10):
    for hazard, low, high in ((column_hazard, -30, 3),
                              (lognormal_hazard, -20, 2)):
        exponent = area_exponent(hazard, count, low, high)
        slope = weibull_slope(hazard, log_lifetime(hazard, count, low, high))
        assert abs(exponent * slope + 1) < 1e-4
    lognormal_rows.append((count, exponent, slope))
assert lognormal_rows[0][1] / lognormal_rows[1][1] > 1.3

# Leading finite-area corrections of the column model.
large_count = 1e18
q_large = large_count**(-1 / n_cells)
lifetime_large = np.exp(log_lifetime(column_hazard, large_count, -30, 3))
lifetime_excess = lifetime_large * large_count**(1 / beta) - 1
exponent_excess = -beta * area_exponent(column_hazard, large_count, -30, 3) - 1
assert abs(lifetime_excess / (q_large / (2 * alpha)) - 1) < 0.01
assert abs(exponent_excess / (q_large / 2) - 1) < 0.01


def limit_deviation(count):
    """Largest distance between device survival and its Weibull limit."""
    x = np.linspace(0.05, 3.0, 600)
    survival = np.exp(-count * column_hazard(x * count**(-1 / beta)))
    return np.max(np.abs(survival - np.exp(-x**beta)))


assert limit_deviation(1e24) < 1e-3
assert abs(limit_deviation(1e18) / limit_deviation(1e24) - 10) < 0.3

# Shared random factor: average the device survival by quadrature.
k_shape = 2.0


def shared_hazard(time, area_ratio):
    def integrand(g):
        density = (k_shape**k_shape * g**(k_shape - 1)
                   * np.exp(-k_shape * g) / gamma_function(k_shape))
        return density * np.exp(-g * area_ratio * time**beta)
    value = quad(integrand, 0, 30, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return -np.log(value)


shared_logs = [log_lifetime(lambda t: shared_hazard(t, ratio), 1.0, -2, 0.5)
               for ratio in (1.0, 10.0)]
shared_exponent = (shared_logs[1] - shared_logs[0]) / np.log(10.0)
shared_slope = weibull_slope(lambda t: shared_hazard(t, 1.0),
                             shared_logs[0], 0.01)
early_slope = weibull_slope(lambda t: shared_hazard(t, 1.0),
                            np.log(0.05), 0.01)
for time in (0.3, 1.0, 1.5):
    closed = k_shape * np.log1p(time**beta / k_shape)
    assert abs(shared_hazard(time, 1.0) - closed) < 1e-8
assert abs(shared_exponent + 1 / beta) < 1e-7
assert abs(shared_slope / (beta * k_shape * (1 - np.exp(-1 / k_shape))) - 1) < 1e-3
assert abs(early_slope / beta - 1) < 0.01

# Worked example.
print(f"film thickness = {thickness:.0f} angstrom")
print(f"cell edge = {cell_edge:.0f} angstrom; site area = {site_area:.0f} angstrom^2")
print(f"cells per column n = {n_cells}; alpha = {alpha:.2f}; beta = {beta:.2f}")
print(f"1/beta = {1 / beta:.4f}; cell time scale tau = {tau:.1e} s")
lifetimes = []
slopes = []
for name, area in (("test", area_test), ("memory", area_memory)):
    count = area / site_area
    log_time = log_lifetime(column_hazard, count, -30, 3)
    lifetime = np.exp(log_time) * tau
    assert abs(lifetime / (tau * column_lifetime_formula(count)) - 1) < 1e-9
    slope = weibull_slope(column_hazard, log_time)
    lifetimes.append(lifetime)
    slopes.append(slope)
    print(f"{name} capacitor: area = {area:.1e} angstrom^2; sites = {count:.1e}")
    print(f"  q = N^(-1/n) = {count**(-1 / n_cells):.5f}")
    print(f"  full lifetime = {lifetime:.5g} s")
    print(f"  asymptotic lifetime = {tau * count**(-1 / beta):.5g} s")
    print(f"  local Weibull slope = {slope:.4f}")
    print(f"  local area exponent = {area_exponent(column_hazard, count, -30, 3):.4f}")
    print(f"  largest survival deviation from limit = {limit_deviation(count):.4f}")
area_ratio = area_test / area_memory
print(f"memory lifetime converted = {lifetimes[1] / constants.hour:.3f} h")
print(f"area ratio test/memory = {area_ratio:.1e}")
print(f"full lifetime ratio memory/test = {lifetimes[1] / lifetimes[0]:.1f}")
print(f"ratio from asymptotic law = {area_ratio**(1 / beta):.1f}")
print(f"ratio from test-capacitor slope = {area_ratio**(1 / slopes[0]):.1f}")
print(f"Weibull sampling, N = {counts[0]} and {counts[1]}, {devices} devices each")
print(f"  sampled area exponent = {sampled_exponent:.4f}")
print(f"  expected = {-1 / beta:.4f}; standard error = {sampling_error:.4f}")
print(f"  mean-lifetime ratio by quadrature = {means[1] / means[0]:.5f}")
for count, simulated, formula in column_checks:
    print(f"cell sampling N = {count}: {simulated:.5g} s; formula {formula:.5g} s")
for count, exponent, slope in lognormal_rows:
    print(f"lognormal N = {count:.0e}: exponent = {exponent:.4f}; slope = {slope:.4f}")
print(f"N = {large_count:.0e}: lifetime excess = {lifetime_excess:.4e}; "
      f"q/(2 alpha) = {q_large / (2 * alpha):.4e}")
print(f"  exponent excess = {exponent_excess:.4e}; q/2 = {q_large / 2:.4e}")
print(f"shared factor k = {k_shape:.0f}: area exponent = {shared_exponent:.4f}")
print(f"  slope at 63.2 percent = {shared_slope:.4f}; early slope = {early_slope:.4f}")
print(f"  true lifetime ratio at area ratio {area_ratio:.0e} = "
      f"{area_ratio**(-shared_exponent):.1f}")
print(f"  ratio wrongly inferred from slope = {area_ratio**(1 / shared_slope):.1f}")
print("all assertions hold")
```

Printed output:

```
film thickness = 60 angstrom
cell edge = 10 angstrom; site area = 100 angstrom^2
cells per column n = 6; alpha = 0.40; beta = 2.40
1/beta = 0.4167; cell time scale tau = 1.0e+06 s
test capacitor: area = 1.0e+12 angstrom^2; sites = 1.0e+10
  q = N^(-1/n) = 0.02154
  full lifetime = 70.006 s
  asymptotic lifetime = 68.129 s
  local Weibull slope = 2.3740
  local area exponent = -0.4212
  largest survival deviation from limit = 0.0242
memory capacitor: area = 1.0e+06 angstrom^2; sites = 1.0e+04
  q = N^(-1/n) = 0.21544
  full lifetime = 28999 s
  asymptotic lifetime = 21544 s
  local Weibull slope = 2.1207
  local area exponent = -0.4715
  largest survival deviation from limit = 0.2447
memory lifetime converted = 8.055 h
area ratio test/memory = 1.0e+06
full lifetime ratio memory/test = 414.2
ratio from asymptotic law = 316.2
ratio from test-capacitor slope = 336.8
Weibull sampling, N = 50 and 800, 8000 devices each
  sampled area exponent = -0.4176
  expected = -0.4167; standard error = 0.0031
  mean-lifetime ratio by quadrature = 0.31498
cell sampling N = 100: 3.086e+05 s; formula 3.0659e+05 s
cell sampling N = 1600: 70710 s; formula 70346 s
lognormal N = 1e+04: exponent = -0.2526; slope = 3.9587
lognormal N = 1e+10: exponent = -0.1536; slope = 6.5116
N = 1e+18: lifetime excess = 1.2513e-03; q/(2 alpha) = 1.2500e-03
  exponent excess = 5.0042e-04; q/2 = 5.0000e-04
shared factor k = 2: area exponent = -0.4167
  slope at 63.2 percent = 1.8886; early slope = 2.3995
  true lifetime ratio at area ratio 1e+06 = 316.2
  ratio wrongly inferred from slope = 1502.8
all assertions hold
```
